# Classical Deflection by a Screened Repulsive Potential and Its Rutherford Limit

**Q.** An ion entering silicon is turned aside by one atom after another. You want to give each encounter a single deflection angle. Two atoms move, so what problem are you solving?

**A.** One collision between a projectile of mass $M_1$, nuclear charge number $Z_1$ and laboratory energy $E_0$, and a free atom $(M_2,Z_2)$ at rest. I assume classical, nonrelativistic, elastic motion, with no energy given to electrons and no force from neighbouring atoms. In Gaussian units the interaction is

$$V(r)=\frac{C}{r}\,\varphi(r/a),\qquad C=Z_1Z_2e^2 .$$

The screening function $\varphi$ is smooth and positive, starts at $\varphi(0)=1$, and decreases to zero; $a$ is the screening length.

If $\mathbf F$ is the force on the projectile, the target feels $-\mathbf F$. Subtracting the two equations of motion gives, for $\mathbf r=\mathbf r_1-\mathbf r_2$,

$$\ddot{\mathbf r}=\mathbf F\left(\frac1{M_1}+\frac1{M_2}\right)=\frac{\mathbf F}{\mu},\qquad \mu=\frac{M_1M_2}{M_1+M_2}.$$

This is one particle of mass $\mu$ in a fixed central field. Its initial speed is the projectile's speed $v_0$, so its energy is

$$E=\tfrac12\mu v_0^2=\frac{M_2}{M_1+M_2}E_0 .$$

In the centre-of-mass frame the projectile's velocity is $M_2/(M_1+M_2)$ times $\dot{\mathbf r}$. Both vectors therefore turn through the same angle $\theta$.

**Q.** The path is still unknown. How can conservation laws give the angle without solving for the motion in time?

**A.** The angle needs only the shape of the path. Let $p>0$ be the impact parameter, the distance by which the undeflected line would miss the centre. A central force exerts no torque, so the motion stays in a plane and, with polar angle $\chi$ counted positive along the motion,

$$\mu r^2\dot\chi=\mu v_0p\quad\Rightarrow\quad \dot\chi=\frac{v_0p}{r^2}.$$

Energy conservation reads

$$\tfrac12\mu\dot r^2+\tfrac12\mu r^2\dot\chi^2+V(r)=\tfrac12\mu v_0^2 .$$

Insert $\dot\chi$ and divide by $E=\frac12\mu v_0^2$:

$$\dot r^2=v_0^2\,g(r),\qquad g(r)=1-\frac{V(r)}{E}-\frac{p^2}{r^2}.$$

Dividing the angular rate by the radial rate removes time:

$$\left|\frac{d\chi}{dr}\right|=\frac{p}{r^2\sqrt{g(r)}} .$$

**Q.** That blows up where $g=0$. And how do you know there is only one such place?

**A.** Both $V$ and $p^2/r^2$ decrease with $r$, so $g$ rises strictly, from $-\infty$ at the centre to $1$ at infinity. It has one zero, $r_0$, the distance of closest approach. There $g'(r_0)=-V'(r_0)/E+2p^2/r_0^3>0$, so $g\approx g'(r_0)(r-r_0)$ nearby. The integrand diverges as $(r-r_0)^{-1/2}$, whose integral is finite. A potential with an attractive part could give several zeros, and this argument would not cover it.

**Q.** You now have the angle swept on one branch. Where does the deflection come from?

**A.** The force does not depend on velocity, so reversing time at $r_0$ turns the outgoing branch into the mirror image of the incoming one. Each sweeps the same angle $\Phi$. Long before the collision, $\mathbf r$ points opposite to the incoming velocity; long after it, $\mathbf r$ points along the outgoing velocity. The angle between these directions is $\pi-\theta$. Hence $2\Phi=\pi-\theta$, or

$$\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E-p^2/r^2}} .$$

With $V=0$, $r_0=p$ and the substitution $r=p/\sin\alpha$ gives $\Phi=\int_0^{\pi/2}d\alpha=\pi/2$. Then $\theta=0$, as it must be.

**Q.** The formula subtracts two similar numbers for a weak collision, and its sign is not obvious. Can you show that repulsion makes $\theta$ positive?

**A.** Use the same kind of substitution, $r=r_0/\sin\alpha$. With $u=1/r$ and $u_0=1/r_0$, this means $u=u_0\sin\alpha$ and $du=u_0\cos\alpha\,d\alpha$. Infinity is $\alpha=0$ and the turning point is $\alpha=\pi/2$. Subtract $g(r_0)=0$ from $g(r)$:

$$g=\frac{V(r_0)-V(r)}{E}+p^2(u_0^2-u^2)
=p^2u_0^2\cos^2\alpha\,(1+h),$$

$$h(\alpha)=\frac{r_0^2}{p^2\cos^2\alpha}\,\frac{V(r_0)-V(r_0/\sin\alpha)}{E}.$$

Since $dr/r^2=-du$, the factors $p\,u_0\cos\alpha$ cancel:

$$\Phi=\int_0^{u_0}\frac{p\,du}{\sqrt g}=\int_0^{\pi/2}\frac{d\alpha}{\sqrt{1+h}},\qquad
\theta=2\int_0^{\pi/2}\left[1-\frac1{\sqrt{1+h}}\right]d\alpha .$$

A decreasing $V$ makes $h>0$ for $\alpha<\pi/2$, so $0<\theta<\pi$. The endpoint singularity has gone, because the numerator of $h$ vanishes in proportion to $\cos^2\alpha$. As $p\to0$, $r_0$ tends to the finite head-on distance where $V=E$, $h$ grows without bound, and $\theta\to\pi$.

**Q.** Now remove the screening. Does Rutherford's result follow from this integral?

**A.** Set $\varphi=1$ and define the length $d=C/E$, the closest distance in a head-on Coulomb collision. I keep a constant $\epsilon>0$ in place of the leading 1, because it will be useful later; here $\epsilon=1$. Completing the square gives

$$\epsilon-du-p^2u^2=X^2-x^2,\quad x=pu+\frac{d}{2p},\quad X^2=\epsilon+\frac{d^2}{4p^2}.$$

Here $d$ multiplying $u$ is the length, not a differential. At $u=0$, $x=d/(2p)$; at the turning point, $x=X$. Since $p\,du$ is the differential of $x$,

$$\Phi=\int_{d/2p}^{X}\frac{dx}{\sqrt{X^2-x^2}}=\frac{\pi}{2}-\arcsin\frac{d}{2pX}.$$

Therefore $\theta/2=\pi/2-\Phi=\arcsin[d/(2pX)]$. In a right triangle with hypotenuse $X$ and opposite side $d/(2p)$, the adjacent side is $\sqrt{X^2-d^2/4p^2}=\sqrt\epsilon$. Thus

$$\tan\frac\theta2=\frac{d}{2p\sqrt\epsilon}\;\longrightarrow\;\tan\frac\theta2=\frac{d}{2p}\quad(\epsilon=1).$$

The turning point solves $r_0^2-dr_0-p^2=0$, whose positive root is $r_0=\frac12\left(d+\sqrt{d^2+4p^2}\right)$.

**Q.** You replaced the potential before integrating. I asked for the limit of the screened angle, and the trajectory runs to infinity, where screening matters however large $a$ is.

**A.** The exchange of limit and integral needs a reason. Fix $p$ and $E$ and let $a\to\infty$. On any bounded interval of $r$ away from zero, $V$ tends uniformly to $C/r$. The strictly rising function $g$ then has a root that tends to the Coulomb root. At each fixed $\alpha>0$, $h$ tends to its Coulomb value. The integrand $(1+h)^{-1/2}$ lies between 0 and 1 whatever $a$ is, so dominated convergence lets the limit pass through the integral. The distant part of the path is harmless because it occupies a vanishing range of $\alpha$.

**Q.** How large must $a$ be? A limit without a rate is of little use.

**A.** Write $\varphi(x)=1-cx+\dots$ at small $x$. Then

$$V(r)=\frac Cr-\kappa+R(r),\qquad \kappa=\frac{cC}{a}.$$

Without $R$, the bracket is $1+\kappa/E-du-p^2u^2$, which is the integral above with $\epsilon=1+cd/a$. Near the centre, the particle moves as if its energy were raised by $\kappa$ while its angular momentum stayed fixed. Expanding $\epsilon^{-1/2}$ gives

$$\tan\frac\theta2\approx\frac{d}{2p}\left(1-\frac{cd}{2a}\right).$$

**Q.** But a constant shift is wrong at infinity, where $V$ vanishes. Why may you drop $R$?

**A.** Its effect is smaller than $1/a$. Write $R=(C/a)\rho(r/a)$ with $\rho(x)=[\varphi(x)-1]/x+c$. For the sum of exponentials used below, $\rho$ and $\rho'$ are bounded, so $|R|\le K_1C/a$ and $|R'|\le K_2C/a^2$, with constants independent of $a$. Since $\rho(0)=0$, $R(r_0)$ is of order $a^{-2}$, and so is the shift of the turning point it causes.

In $h$ the constant $\kappa$ cancels, and the Coulomb part is

$$\frac{d\,r_0(1-\sin\alpha)}{p^2\cos^2\alpha}=\frac{d\,r_0}{p^2(1+\sin\alpha)},$$

which is smooth in $r_0$. The rest of $h$ contains $R(r_0)-R(r)$. Because $1-\sin\alpha\le\cos^2\alpha$,

$$r-r_0=r_0\frac{1-\sin\alpha}{\sin\alpha}\le\frac{r_0\cos^2\alpha}{\sin\alpha},$$

so this rest is at most a constant times $1/(a^2\sin\alpha)$. Integrated from $\alpha=r_0/a$ upwards, it gives order $a^{-2}\ln(a/r_0)$. Below $r_0/a$ the first bound gives order $1/a$ over a range of width $r_0/a$, again $a^{-2}$. The slope of $(1+h)^{-1/2}$ has magnitude at most $1/2$ for $h\ge0$, so the angle changes by no larger order.

**Q.** Then is it enough that the impact parameter is much smaller than the screening length?

**A.** No. The correction contains $d/a$ and not $p/a$, so a small impact parameter alone does not guarantee that $\tan(\theta/2)$ is close to its Rutherford value. Making $a$ large compared with both $p$ and $d$ does. As $p\to0$ at fixed $a$, both angles tend to $\pi$, but the ratio of their half-angle tangents need not tend to 1; in the boron example below it tends to about 0.67. When $p\gg a$, the law fails however high the energy.

**Q.** Show that last statement. A distant collision is weak, so there should be a simple formula.

**A.** To leading order in $V/E$, integrate the transverse force along the straight path $r=\sqrt{p^2+z^2}$, with $dt=dz/v_0$, and divide by the momentum $\mu v_0$. Since $\mu v_0^2=2E$,

$$\theta\approx-\frac1{2E}\frac{d}{dp}\int_{-\infty}^{\infty}V\left(\sqrt{p^2+z^2}\right)dz .$$

Take $\varphi(x)=\sum_iA_ie^{-B_ix}$ with $\sum_iA_i=1$, and put $k_i=B_i/a$. The substitution $z=p\sinh t$ gives $dz/r=dt$, hence

$$\int_{-\infty}^{\infty}\frac{e^{-k_ir}}r\,dz=\int_{-\infty}^{\infty}e^{-k_ip\cosh t}\,dt=2K_0(k_ip).$$

With $K_0'=-K_1$ for these modified Bessel functions,

$$\theta\approx\frac da\sum_iA_iB_iK_1(B_ip/a).$$

For $p\ll a$, $K_1(x)\approx1/x$ and the sum gives $d/p$, the small-angle Rutherford result. For $p\gg a$, $K_1$ decays exponentially, while $d/p$ does not. The Rutherford limit therefore holds at each fixed $p$ as $a$ grows, but at fixed $a$ the ratio of Rutherford's angle to the screened one grows without bound as $p$ increases.

**Q.** Let me see numbers. Which atoms, and which potential?

**A.** Boron at $E_0=10000$ eV on silicon, with masses set to 11 and 28 atomic mass units. I use the Molière screening function,

$$\varphi(x)=0.35e^{-0.3x}+0.55e^{-1.2x}+0.10e^{-6x},$$

with the Firsov screening length, where $a_0$ is the Bohr radius:

$$a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}}=0.1422\ \text{Å}.$$

This is a model: it leaves out the actual shell structure of the two atoms and any chemical bonding. The energy and lengths are

$$E=\frac{28}{39}(10000)=7179.5\ \text{eV},\qquad d=\frac{1007.98}{7179.5}=0.1404\ \text{Å}.$$

Choose $p=0.1$ Å. The root of $g$ is $r_0=0.13544$ Å, where $V/E=0.45486$ and $p^2/r_0^2=0.54514$; they add to 1. For the bare Coulomb potential, $r_0=\frac12(0.1404+0.2444)=0.1924$ Å. The screened approach is closer because a lower $V$ makes $g$ larger at every $r$ and moves its zero inward.

**Q.** Can the angle be checked by hand?

**A.** Four midpoints in $\alpha$ suffice for a close estimate. At $\alpha=33.75^\circ$, $r=0.13544/0.55557=0.24379$ Å and $r/a=1.714$. Then $\varphi=0.2796$ and $V/E=(0.1404/0.24379)(0.2796)=0.1610$. With $\cos^2\alpha=0.6913$,

$$h=\frac{0.45486-0.1610}{0.54514\times0.6913}=0.780,\qquad \frac1{\sqrt{1+h}}=0.750 .$$

The four values, in order of increasing $\alpha$, are 0.73810, 0.74961, 0.76286 and 0.77033, with mean 0.75523. Each midpoint represents a width $\pi/8$, and the integral carries a factor 2, so

$$\theta\approx2\cdot\frac\pi8\cdot4\,(1-0.75523)=180^\circ\times0.24477=44.06^\circ .$$

The converged integral gives $44.04^\circ$, or 0.769 rad. Solving Newton's equations for both atoms in the laboratory frame gives the same angle to the printed digits; this is a test of the whole reduction. Rutherford's formula gives $2\arctan(0.702)=70.14^\circ$.

**Q.** The screened ion comes closer yet turns less. Is that a general theorem?

**A.** No. The closer approach does not settle the matter, since $h$ depends both on $r_0$ and on how $V$ falls beyond it. A steep fall can reverse the order: with $\varphi(x)=e^{-x^8}$, $d=1.2a$ and $p=0.3a$, the screened angle is $132.2^\circ$ and Rutherford's is $126.9^\circ$. For the Molière potential at the energy of the example, a test at 60 impact parameters from 0.002 to 1.5 Å found the screened angle below the Rutherford angle each time. Some values are:

| $p$ (Å) | screened $\theta$ | Rutherford $\theta$ |
|---:|---:|---:|
| 0.02 | 133.4° | 148.2° |
| 0.10 | 44.0° | 70.1° |
| 0.50 | 3.52° | 15.98° |
| 1.00 | 0.718° | 8.03° |

At $p=0.02$ Å, well inside $a$, $\tan(\theta/2)$ is still only about 66% of its Rutherford value, mainly because $d/a$ is close to 1. At 1 Å, Rutherford's angle is about eleven times too large. The impulse formula gives $0.724^\circ$ there, in error by 0.8% relative to its own value; this error falls to 0.08% at ten times the energy.

**Q.** And does increasing $a$ really restore Rutherford's angle at the rate you claim?

**A.** For the Molière function, $c=\sum_iA_iB_i=1.365$. At the original $a$ the predicted relative change of $\tan(\theta/2)$ is

$$-\frac{cd}{2a}=-\frac{1.365\times0.1404}{2\times0.1422}=-0.674,$$

but the computed change is $-0.424$. The expansion has no small parameter there. With $a$ multiplied by 10, the computed change is $-0.0770$ against $-0.0674$ predicted. At multiplier 1000 it is $-6.83\times10^{-4}$ against $-6.74\times10^{-4}$, and the angle is $70.10^\circ$. The first-order law is approached as $a$ grows, as the numerical output shows.

**Q.** A beam does not have one chosen $p$. What do you measure?

**A.** A distribution of angles. I work it out in the centre-of-mass frame. Ions crossing the ring of area $2\pi p\,dp$ leave through the solid angle $2\pi\sin\theta\,|d\theta|$. If $\theta$ falls steadily with $p$, as it does on the grid just mentioned, one ring feeds each angle and

$$\frac{d\sigma}{d\Omega}=\frac{p}{\sin\theta}\left|\frac{dp}{d\theta}\right| .$$

Without screening, $p=\frac d2\cot\frac\theta2$ and $|dp/d\theta|=\frac d4\sin^{-2}\frac\theta2$. With $\sin\theta=2\sin\frac\theta2\cos\frac\theta2$, the first factor is $p/\sin\theta=\frac d4\sin^{-2}\frac\theta2$ as well, so

$$\frac{d\sigma}{d\Omega}=\frac{(d/4)^2}{\sin^4(\theta/2)} .$$

At $\theta=44.04^\circ$ this is 0.0623 Å$^2$/sr, while the screened value is 0.0168 Å$^2$/sr. At this angle Rutherford's law overstates the scattering by a factor of 3.7 relative to the screened model. A detector in the laboratory counts ions per unit solid angle around the laboratory angle $\psi$, found below, so these values must be converted before they are compared with its counts.

**Q.** Implantation is concerned with energy lost in the laboratory. How does $\theta$ give that?

**A.** In the centre-of-mass frame the target has speed $M_1v_0/(M_1+M_2)$ before and after, since $V$ vanishes at both ends. Its velocity turns through $\theta$, so it changes by $2\sin(\theta/2)$ times that speed. The target began at rest in the laboratory, so this change is its recoil velocity, and its recoil energy is

$$T=\frac{M_2}2\left[\frac{2M_1v_0}{M_1+M_2}\sin\frac\theta2\right]^2
=\frac{4M_1M_2}{(M_1+M_2)^2}E_0\sin^2\frac\theta2 .$$

Here $T=0.8100\times10000\times0.1406=1139$ eV. Rutherford's angle would give 2674 eV, more than twice as much. This is only the energy given to the recoiling atom. Boron at this energy also loses energy to the electrons of silicon, on average a comparable amount per unit path, and in distant collisions that loss is the larger one. The elastic model leaves it out, so $T$ alone does not give the ion's range.

For the projectile, add the centre-of-mass velocity $M_1v_0/(M_1+M_2)$ along the beam to its rotated velocity of magnitude $M_2v_0/(M_1+M_2)$. The ratio of transverse to forward components is

$$\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2}=\frac{0.6952}{0.7188+0.3929}=0.625,$$

so the laboratory angle is $\psi=32.0^\circ$.

**Q.** My last doubt concerns the classical path itself. Where is $\hbar$?

**A.** It enters when we ask whether a path with a definite $p$ makes sense. Localizing the ion to a width $\delta$ brings a transverse momentum of order $\hbar/\delta$, and hence an angular spread of order $\bar\lambda/\delta$, where $\bar\lambda=\hbar/(\mu v_0)$ is the reduced wavelength. The same width also covers a range of impact parameters and spreads the deflection by $\delta\,|d\theta/dp|$. The two spreads are equal at $\delta=\sqrt{\bar\lambda/|d\theta/dp|}$, where each is $\sqrt{\bar\lambda\,|d\theta/dp|}$. A classical angle therefore needs $\bar\lambda\,|d\theta/dp|\ll\theta^2$. In the example $L/\hbar=521$ with $L=\mu v_0p$, so $\bar\lambda=p/521\approx2\times10^{-4}$ Å, far below $a$. With $|d\theta/dp|\approx8.6$ rad/Å the least spread is about 0.04 rad against a deflection of 0.769 rad.

At large $p$ the comparison reverses: $\theta$ and $|d\theta/dp|$ decay exponentially at the same rate, so $\bar\lambda\,|d\theta/dp|/\theta^2$ grows exponentially. This matters for the total cross section. Classically every finite $p$ gives some deflection, so the area $\int2\pi p\,dp$ is infinite even with screening. That infinity comes from distant collisions whose angles are too small for a classical path to define, and the integral for $\theta$ should not be trusted there. For the pair in the example, $\bar\lambda\,|d\theta/dp|/\theta^2$ reaches 1 at about $p=2.3$ Å. Neighbouring atoms in silicon are 2.35 Å apart, and an ion passing midway between two of them, about 1.2 Å from each, feels both equally while this ratio is still only about 0.07. Inside the solid the picture of an isolated pair can therefore fail before the classical path does.

## Table of computed values

```
masses M1, M2 = 11, 28 u; charges Z = 5, 14
laboratory energy E0 = 10000 eV
reduced mass = 7.8974 u
centre-of-mass energy E = 7179.49 eV
e^2 = 14.3996 eV angstrom
C = Z1 Z2 e^2 = 1007.98 eV angstrom
Bohr radius = 0.52918 angstrom
screening length a = 0.14224 angstrom
d = C/E = 0.14040 angstrom
Moliere A: [0.35 0.55 0.1 ]  B: [0.3 1.2 6. ]  c = sum A B = 1.365
example p = 0.10 angstrom, L/hbar = 521
screened r0 = 0.13544 angstrom
Coulomb r0 = 0.19238 angstrom
V(r0)/E = 0.45486, (p/r0)^2 = 0.54514
four nodes: alpha (degree), (1+h)^(-1/2)
  11.25  0.73810
  33.75  0.74961
  56.25  0.76286
  78.75  0.77033
four-node theta = 44.059 degree
converged theta = 44.0436 degree = 0.76871 rad
trajectory theta = 44.0436 degree
Rutherford theta = 70.1364 degree
recoil energy, screened = 1138.8 eV
recoil energy, trajectory = 1138.8 eV
recoil energy, Rutherford = 2673.9 eV
laboratory angle, screened = 32.021 degree
dsigma/dOmega, screened = 0.01679 angstrom^2/sr
dsigma/dOmega, Rutherford at same theta = 0.06232 angstrom^2/sr
p (angstrom), theta screened, theta Rutherford (degree)
  0.02  133.3918  148.1947
  0.05  83.6514  109.0779
  0.10  44.0436  70.1364
  0.20  17.7675  38.6813
  0.50  3.5153  15.9838
  1.00  0.7179  8.0310
a multiplier, theta (degree), relative change of tan(theta/2),
  first-order prediction of that change
  1  44.0436  -4.2382e-01  -6.7366e-01
  10  65.8790  -7.7032e-02  -6.7366e-02
  100  69.7461  -7.2260e-03  -6.7366e-03
  1000  70.0996  -6.8250e-04  -6.7366e-04
  10000  70.1327  -6.7492e-05  -6.7366e-05
impulse theta at p = 1.0 angstrom: 0.7240 degree
impulse relative errors at E, 10E, 100E: 8.37e-03, 8.44e-04, 8.45e-05
```
